\section*{Why the electron-phonon coupling lambda does not depend on ionic mass}

\section{Definitions and conventions}

Consider a crystal of $N$ identical atoms of mass $M$, one per primitive cell. The band energy is $\varepsilon_{\mathbf k}$, measured from the Fermi energy, and the density of states per spin and atom is $N(0)=N^{-1}\sum_{\mathbf k}\delta(\varepsilon_{\mathbf k})$. The average over pairs of Fermi-surface states is
\begin{equation}
\langle\langle X\rangle\rangle=\frac{1}{N(0)^2N^2}\sum_{\mathbf k\mathbf k'}X_{\mathbf k\mathbf k'}\,\delta(\varepsilon_{\mathbf k})\,\delta(\varepsilon_{\mathbf k'}),\qquad \mathbf q=\mathbf k'-\mathbf k .
\end{equation}
Phonon branch $\nu$ has frequency $\omega_\nu(\mathbf q)$ and unit polarization vector $\mathbf e_\nu(\mathbf q)$. With $g_\nu/\sqrt N$ the matrix element for scattering from $\mathbf k$ to $\mathbf k'$ with one phonon, the spectral function and the coupling are
\begin{align}
\alpha^2F(\omega)&=N(0)\Big\langle\Big\langle\sum_\nu|g_\nu|^2\,\delta(\hbar\omega-\hbar\omega_\nu)\Big\rangle\Big\rangle,\\
\lambda&=2\int_0^\infty\frac{\alpha^2F(\omega)}{\omega}\,d\omega
=N(0)\Big\langle\Big\langle\sum_\nu\frac{2|g_\nu|^2}{\hbar\omega_\nu}\Big\rangle\Big\rangle .\label{lam}
\end{align}
The last form uses $\int d\omega\,\delta(\hbar\omega-\hbar\omega_\nu)/\omega=1/(\hbar\omega_\nu)$. The phonon energy has been neglected in the electronic delta functions. This is the first assumption; its size is estimated below.

Mass can enter $\lambda$ through three places: the electronic ingredients, the vibration amplitude inside $g_\nu$, and the energy denominator $\hbar\omega_\nu$.

\section{First contribution: the clamped-ion ingredients}

In the adiabatic (Born--Oppenheimer) approximation the electrons are solved with the ions held at fixed positions. That Hamiltonian contains the electronic kinetic energy and the Coulomb energies, but no ionic kinetic energy, so $M$ is absent from it. Three quantities follow from it:
\begin{itemize}
\item the bands, and hence $N(0)$;
\item the force constants, which are second derivatives of the total energy $E$ with respect to the displacements $\mathbf u_l$,
\begin{equation}
\Phi_{ab}(\mathbf q)=\sum_l\frac{\partial^2E}{\partial u_{0a}\,\partial u_{lb}}\,e^{i\mathbf q\cdot\mathbf R_l};
\end{equation}
\item the gradient matrix element of the statically screened potential $V$,
\begin{equation}
\mathbf I_{\mathbf k'\mathbf k}=\sum_l e^{i\mathbf q\cdot\mathbf R_l}\Big\langle\mathbf k'\Big|\frac{\partial V}{\partial\mathbf u_l}\Big|\mathbf k\Big\rangle .
\end{equation}
\end{itemize}
All are evaluated at the minimum of $E$, whose position is also free of $M$. The contribution of this part to the mass dependence is zero.

\section{Second contribution: the vibration amplitude}

Newton's equation for a harmonic wave is
\begin{equation}
\Phi(\mathbf q)\,\mathbf e_\nu=M\omega_\nu^2\,\mathbf e_\nu .\label{newton}
\end{equation}
The product $M\omega_\nu^2$ is an eigenvalue of $\Phi$. It is a stiffness, fixed by the clamped-ion energy, and so is the vector $\mathbf e_\nu$. Therefore $\omega_\nu\propto M^{-1/2}$.

The quantized displacement is
\begin{equation}
\mathbf u_l=\sum_{\mathbf q\nu}\sqrt{\frac{\hbar}{2NM\omega_\nu}}\;\mathbf e_\nu\,(a_{\mathbf q\nu}+a^\dagger_{-\mathbf q\nu})\,e^{i\mathbf q\cdot\mathbf R_l}.
\end{equation}
Inserting it into $\sum_l\mathbf u_l\cdot\partial V/\partial\mathbf u_l$ and taking the element between $\mathbf k$ and $\mathbf k'$ gives
\begin{equation}
g_\nu=\sqrt{\frac{\hbar}{2M\omega_\nu}}\;\mathbf e_\nu\cdot\mathbf I_{\mathbf k'\mathbf k},\qquad |g_\nu|^2\propto\frac{1}{M\omega_\nu}\propto M^{-1/2}.
\end{equation}
Taken alone, this contribution weakens the coupling of heavy ions, because their zero-point motion is smaller.

\section{Third contribution: the energy denominator}

The factor $1/(\hbar\omega_\nu)$ in Eq.~(\ref{lam}) grows as $M^{+1/2}$: a heavy lattice has lower excitation energies, and for a given matrix element a lower excitation energy gives a larger second-order response. The two powers cancel,
\begin{equation}
\frac{2|g_\nu|^2}{\hbar\omega_\nu}=\frac{2}{\hbar\omega_\nu}\,\frac{\hbar}{2M\omega_\nu}\,|\mathbf e_\nu\cdot\mathbf I|^2=\frac{|\mathbf e_\nu\cdot\mathbf I|^2}{M\omega_\nu^2}.\label{cancel}
\end{equation}
Planck's constant cancels as well, which indicates that a classical static quantity is left. To identify it, note that a lattice with one atom per cell has inversion symmetry, so $\Phi(\mathbf q)$ is real and symmetric and its eigenvectors can be taken real. They form a complete set, hence $\sum_\nu\mathbf e_\nu\mathbf e_\nu^{T}/(M\omega_\nu^2)=\Phi^{-1}$ and
\begin{equation}
\boxed{\;\lambda=N(0)\,\big\langle\big\langle\,\mathbf I^\dagger\,\Phi(\mathbf q)^{-1}\,\mathbf I\,\big\rangle\big\rangle\;}\label{static}
\end{equation}
The matrix $\Phi^{-1}$ is the static compliance: the displacement produced by a unit force. The coupling measures how far the lattice yields to the force exerted by the electrons. Inertia decides how fast it yields, and $\lambda$, a zero-frequency response, does not ask for that.

At long wavelength $\Phi\propto q^2$, but in the model below $\mathbf I\propto q$, so the integrand stays finite. If instead the stiffness of one mode goes to zero at finite $\mathbf q$ while the projection $\mathbf e_\nu\cdot\mathbf I$ on that mode does not, the integrand diverges. With $N(0)$ and $\mathbf I$ fixed, softening a mode that couples raises $\lambda$; added weight does not.

\section{The Hopfield form}

Multiplying by $\omega$ instead of dividing by it removes the frequency from the integrand:
\begin{equation}
2\int_0^\infty\omega\,\alpha^2F\,d\omega
=N(0)\Big\langle\Big\langle\sum_\nu\frac{2\omega_\nu}{\hbar}\frac{\hbar|\mathbf e_\nu\cdot\mathbf I|^2}{2M\omega_\nu}\Big\rangle\Big\rangle
=\frac{N(0)\langle I^2\rangle}{M},
\end{equation}
where $\langle I^2\rangle=\langle\langle|\mathbf I|^2\rangle\rangle$, since $\sum_\nu|\mathbf e_\nu\cdot\mathbf I|^2=|\mathbf I|^2$. Define
\begin{equation}
\langle\omega^2\rangle=\frac{\int\omega\,\alpha^2F\,d\omega}{\int\omega^{-1}\alpha^2F\,d\omega}.\label{w2}
\end{equation}
The denominator is $\lambda/2$, so
\begin{equation}
\lambda=\frac{N(0)\langle I^2\rangle}{M\langle\omega^2\rangle}=\frac{\eta}{M\langle\omega^2\rangle},\qquad \eta=N(0)\langle I^2\rangle .\label{hop}
\end{equation}
The numerator $\eta$ is electronic. The denominator is an average of the stiffnesses $M\omega_\nu^2$ with weights $|\mathbf e_\nu\cdot\mathbf I|^2/(M\omega_\nu^2)$, and by Eq.~(\ref{newton}) both the stiffnesses and the weights are free of $M$. The visible $M$ suggests $\lambda\propto1/M$, but that would require changing $M$ at fixed $\omega$, hence changing the force constants. The identity holds with the average (\ref{w2}); the plain average over all phonons generally gives another number.

\section{The same cancellation in the spectrum}

Write $\omega_\nu=s_\nu/\sqrt M$, where $s_\nu^2$ is an eigenvalue of $\Phi$. Then $|g_\nu|^2=\hbar|\mathbf e_\nu\cdot\mathbf I|^2/(2\sqrt M s_\nu)$, and $\delta(\hbar\omega-\hbar s_\nu/\sqrt M)=\sqrt M\,\delta(\hbar\sqrt M\omega-\hbar s_\nu)$. The factors $\sqrt M$ cancel, so $\alpha^2F(\omega)=A(\sqrt M\,\omega)$ with a function $A$ free of $M$. A heavier mass compresses the curve along the frequency axis and leaves its height unchanged. The area falls as $M^{-1/2}$, while $d\omega/\omega$ is unchanged by the compression:
\begin{equation}
\lambda=2\int_0^\infty A(\sqrt M\omega)\frac{d\omega}{\omega}=2\int_0^\infty A(x)\frac{dx}{x}.
\end{equation}

A constant $\lambda$ does not mean a constant transition temperature. In Eliashberg theory the phonon kernel at a Matsubara frequency difference $\Omega_n=2\pi nk_BT/\hbar$ is
\begin{equation}
2\int_0^\infty\frac{\omega\,\alpha^2F(\omega)}{\omega^2+\Omega_n^2}\,d\omega=2\int_0^\infty\frac{x\,A(x)}{x^2+M\Omega_n^2}\,dx ,
\end{equation}
which depends on $M$ and $T$ through $\sqrt M\,T$. If the Coulomb parameter $\mu^*$ is held fixed and its cutoff scales with the phonon frequencies, then $T_c\propto M^{-1/2}$.

\section{A model with numbers}

Take an fcc crystal with twelve bond vectors $\boldsymbol\delta$ of length $d$ and directions $\hat{\boldsymbol\delta}$. Unstretched springs $K$ join nearest neighbours. The force on the atom at the origin is $K\sum_\delta\hat{\boldsymbol\delta}\,\hat{\boldsymbol\delta}\cdot(\mathbf u_{\boldsymbol\delta}-\mathbf u_0)$. For a wave $\mathbf u_l\propto e^{i\mathbf q\cdot\mathbf R_l}$ the restoring matrix is, with the odd sine terms cancelling between $\pm\boldsymbol\delta$,
\begin{equation}
\Phi(\mathbf q)=K\sum_\delta\hat{\boldsymbol\delta}\hat{\boldsymbol\delta}^T(1-\cos\mathbf q\cdot\boldsymbol\delta).
\end{equation}

One $s$ band has hopping amplitude $-t\,e^{-(r-d)/\ell}$ on a bond of length $r$, so its slope at $r=d$ is $+t/\ell$. At rest, $\varepsilon_{\mathbf k}=-t\sum_\delta\cos\mathbf k\cdot\boldsymbol\delta$ plus a constant. A displacement wave changes the bond from $l$ to $l+\boldsymbol\delta$ in proportion to $e^{i\mathbf q\cdot\boldsymbol\delta}-1$, and the hop carries the phase $e^{-i\mathbf k'\cdot\boldsymbol\delta}$. Hence
\begin{align}
\mathbf I&=\frac t\ell\sum_\delta\hat{\boldsymbol\delta}\,(e^{-i\mathbf k\cdot\boldsymbol\delta}-e^{-i\mathbf k'\cdot\boldsymbol\delta})
=\frac{it}{\ell}\sum_\delta\hat{\boldsymbol\delta}\,(\sin\mathbf k'\cdot\boldsymbol\delta-\sin\mathbf k\cdot\boldsymbol\delta)\nonumber\\
&=\frac{i}{\ell d}\,(\nabla\varepsilon_{\mathbf k'}-\nabla\varepsilon_{\mathbf k}),
\end{align}
because $\nabla\varepsilon_{\mathbf k}=td\sum_\delta\hat{\boldsymbol\delta}\sin\mathbf k\cdot\boldsymbol\delta$. This vanishes linearly with $q$, as used above. The Fermi-surface average of $\nabla\varepsilon$ is zero by inversion, so the cross term drops from the square and $\eta=2N(0)\langle|\nabla\varepsilon|^2\rangle/(\ell d)^2$.

The round parameters are $d=0.350$ nm, $K=50$ eV/nm$^2$, $t=0.80$ eV, $\ell=0.080$ nm, and a Fermi energy 8.0 eV above the band bottom. The Fermi-surface integrals were done by angular quadrature with $16\times32$ directions for each electron state. They give $N(0)=0.0692$ eV$^{-1}$ and $\langle I^2\rangle=4432$ eV$^2$/nm$^2$, so
\begin{equation}
\eta=0.06924\times4432=306.9\ \text{eV/nm}^2 .
\end{equation}

At $\mathbf q=(2\pi/a)(1,0,0)$, with $a=\sqrt2\,d$, eight bonds have $\hat\delta_x^2=1/2$ and $1-\cos\mathbf q\cdot\boldsymbol\delta=2$. The longitudinal stiffness is $8K=400$ eV/nm$^2$, and the phonon energy is 9.053 meV for $M=204$ u. Diagonalizing $\Phi/M$ for every pair of states gives $\hbar\langle\omega^2\rangle^{1/2}=7.537$ meV. Thus
\begin{equation}
M\langle\omega^2\rangle=400\left(\frac{7.5366}{9.0534}\right)^2=277.2\ \text{eV/nm}^2,\qquad
\lambda=\frac{306.9}{277.2}=1.107 .
\end{equation}
With $22\times44$ directions $\lambda$ changes by 0.009\%.

For $M=208$ u, at the same force constants, the weighted phonon energy falls to 7.464 meV, a drop of 1.0\%. Both $\eta/M$ and $\langle\omega^2\rangle$ fall by 1.9\%, and $\lambda$ remains 1.107. At four times the first mass, 816 u, the area under $\alpha^2F$ on the energy axis falls from 4.100 to 2.050 meV. Its mean height between 0.4 and 0.7 of the longitudinal energy, taken at the same mass, stays at 0.170 (this number moves by about 0.001 with the angular grid, equally for both masses).

The plain phonon average is different. Over the Brillouin zone the cosines average to zero, and the mean stiffness is $K\sum_\delta\hat\delta_x^2=4K=200$ eV/nm$^2$. Using it would give $\lambda=1.53$, which is 39\% above the correct model value, though equally independent of mass. The coupling here favours stiffer modes.

\section{Unequal masses}

Let the masses be $m_l$, and let $\mathbf f_l=\langle\mathbf k'|\partial V/\partial\mathbf u_l|\mathbf k\rangle$. Collect all $\mathbf f_l$ in one vector $f$, and let $\Phi$ and $m$ now be matrices for the whole crystal. The modes are real unit eigenvectors $y_n$ of $D=m^{-1/2}\Phi m^{-1/2}$, with displacement amplitudes $\sqrt{\hbar/2\omega_n}\,m^{-1/2}y_n$. The same algebra gives
\begin{equation}
\sum_n\frac{|y_n^Tm^{-1/2}f|^2}{\omega_n^2}=f^\dagger m^{-1/2}D^{-1}m^{-1/2}f=f^\dagger\Phi^{-1}f .
\end{equation}
The uniform translations are excluded; they do not couple when $\sum_l\mathbf f_l=0$, as in this model for $\mathbf q\neq0$. All masses cancel, in an isotopic mixture or a compound alike. In the Hopfield form the numerator becomes $\sum_l|\mathbf f_l|^2/m_l$. In an isotopic mixture of one element $|\mathbf f_l|$ is the same on every site, by the translation symmetry of the clamped-ion crystal, so $1/M$ is replaced by the mean of $1/m_l$. In a compound $|\mathbf f_l|$ differs between the species, and no common $M$ fixed by the masses alone can be taken out. The word ``elemental'' is needed for the Hopfield form with one $M$, not for the mass independence.

\section{Weighing what was neglected}

\textbf{Anharmonicity.} For one coordinate with potential $\tfrac12\kappa x^2+cx^4$, a force $F$ shifts the centre to $X=F/\kappa$ in the harmonic problem. To first order in $c$ the energy gains $c\langle(X+\xi)^4\rangle$, where $\xi$ is the zero-point motion. The part quadratic in $X$ is $6c\langle\xi^2\rangle X^2$, and the compliance becomes
\begin{equation}
\chi=-\frac{d^2E}{dF^2}\simeq\frac1\kappa\left(1-\frac{12c\langle\xi^2\rangle}{\kappa}\right),\qquad \langle\xi^2\rangle=\frac{\hbar}{2\sqrt{M\kappa}} .
\end{equation}
The correction scales as $M^{-1/2}$, so the mass returns. For a size, let one atom move along a cube axis among twelve fixed neighbours, bound by Morse potentials of curvature $K$ and exponent 12 nm$^{-1}$. The harmonic zero-point amplitude is 0.0040 nm at 204 u. Solving the Schr\"odinger equation on a grid gives a compliance 0.146\% below the harmonic one. From 204 to 208 u it rises by 0.0014\%, against the 1.0\% change of the frequencies. Motion along a line understates the effect: if the atom may move in all three directions, the two numbers become 0.474\% and 0.0046\%. The rigid cage also omits the zero-point expansion of the crystal, which is smaller for heavier atoms. A quasi-harmonic estimate with the same Morse bonds, including the weaker hopping on longer bonds, gives a fall of $\lambda$ by about 0.009\% from 204 to 208 u. This is larger than the cage effect and opposite in sign.

\textbf{Phonon energy in the electronic states.} Placing the final state 9.05 meV above the Fermi energy changes $\lambda$ by 0.23\%. This is a one-sided measure of sensitivity, not the full non-adiabatic correction. If the shift is linear in the phonon energy, its change between the two masses is about 0.002\% of $\lambda$.

\textbf{The real case.} The masses, bond length and phonon scale are in the rough regime of lead, whose phonons reach about 9 meV and whose $\lambda$ is roughly 1.5. The hopping and its decay length were chosen to make $\lambda$ of order one, so the model value is not a prediction for lead. The band holds 0.46 electrons per atom, far from lead's four valence electrons. Several Fermi-surface sheets, spin-orbit coupling, long-range forces and on-site coupling are also missing. Within the adiabatic harmonic theory these alter $N(0)$, $\mathbf I$ and $\Phi$, and therefore $\lambda$, but they bring in no ionic mass. Real lead breaks the harmonic and adiabatic assumptions. In the model, the effects estimated here each change $\lambda$ (for the cage, the compliance of one atom) by a fraction between $10^{-5}$ and $10^{-4}$ from 204 to 208 u, and they do not all have the same sign; these are not values for lead.

Numbers in the example were calculated in double precision.
